# Static and adiabatic capture amplitudes agree when the gap is not frozen: a numerical check

```python
"""Result under test: for two electronic states i, f with potentials E_i, E_f,
weak coupling V(Q) and gap D(Q) = E_i - E_f, the first-order adiabatic element
<chi_f|[T, V/D]|chi_i> equals the static element <chi_f|V|chi_i> on the energy
shell. Freezing D at the initial minimum breaks the equality.
Symbols: q = dimensionless coordinate from the initial minimum, S = Huang-Rhys
factor, p = quanta released, disp = sqrt(2S) = displacement of the final
minimum, c = p - S = vertical gap in quanta, q_c = -c/disp = crossing point.
Oscillator elements are in units of w, where V = w*q.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import ive


def oscillator(n_max, z):
    """Oscillator functions 0..n_max, continued to complex argument z."""
    phi = np.zeros((n_max + 1, len(z)), dtype=complex)
    phi[0] = np.pi ** -0.25 * np.exp(-z * z / 2)
    if n_max > 0:
        phi[1] = np.sqrt(2) * z * phi[0]
    for k in range(1, n_max):
        phi[k + 1] = (np.sqrt(2 / (k + 1)) * z * phi[k]
                      - np.sqrt(k / (k + 1)) * phi[k - 1])
    return phi


def slopes(phi):
    """Derivatives of all functions but the last."""
    k = np.arange(len(phi) - 1)[:, None]
    lower = np.vstack([np.zeros((1, phi.shape[1])), phi[:-2]])
    return np.sqrt(k / 2) * lower - np.sqrt((k + 1) / 2) * phi[1:]


def elements(S, p, m_max, grid, shift=0.0, extra=0):
    """Elements m -> m+p+extra by quadrature on the line grid + i*shift."""
    h, disp, c = grid[1] - grid[0], np.sqrt(2 * S), p - S
    z = grid + 1j * shift
    phi = oscillator(m_max + 1, z)
    d_i, chi_i = slopes(phi), phi[:-1]
    chi_f = oscillator(m_max + p + extra, z - disp)[p + extra:]
    gap = disp * z + c
    out = {"overlap": h * np.sum(chi_f * chi_i, axis=1),
           "static": h * np.sum(chi_f * z * chi_i, axis=1),
           "gap": h * np.sum(chi_f * gap * chi_i, axis=1),
           "gapV": h * np.sum(chi_f * gap * z * chi_i, axis=1) / c,
           "frozen": -h * np.sum(chi_f * d_i, axis=1) / c}
    if shift != 0:
        th1, th2 = c / gap ** 2, -2 * c * disp / gap ** 3
        out["full"] = h * np.sum(chi_f * (-th1 * d_i - th2 * chi_i / 2), axis=1)
    return out


def sinc_operators(x):
    """Kinetic energy and first derivative on a uniform grid."""
    h = x[1] - x[0]
    diff = np.subtract.outer(np.arange(len(x)), np.arange(len(x)))
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kin = np.where(diff == 0, np.pi ** 2 / (6 * h * h), sign / (h * safe) ** 2)
    der = np.where(diff == 0, 0.0, sign / (h * safe))
    return kin, der


# Anharmonic surfaces that never cross: everything stays on the real axis.
x = np.linspace(-9, 9, 201)
kin, der = sinc_operators(x)
pot_f = x ** 2 / 2 + 0.02 * x ** 4
e_f, v_f = np.linalg.eigh(kin + np.diag(pot_f))
e_i, v_i = np.linalg.eigh(kin + np.diag(pot_f + 1.2 * np.tanh(x)))
offset = e_f[4] - e_i[0]
X = sp.symbols("X")
V_sym = 0.3 + 0.7 * X + 0.2 * X ** 2
gap_sym = offset + 1.2 * sp.tanh(X)
theta_sym = V_sym / gap_sym
V_num, gap_num, th, th1, th2 = [sp.lambdify(X, e, "numpy") for e in (
    V_sym, gap_sym, theta_sym, sp.diff(theta_sym, X), sp.diff(theta_sym, X, 2))]
assert np.min(gap_num(x)) > 0
chi_i = v_i[:, 0]
kinetic_part = -th1(x) * (der @ chi_i) - th2(x) * chi_i / 2
anh_ad = v_f[:, 4] @ kinetic_part
anh_st = v_f[:, 4] @ (V_num(x) * chi_i)
assert abs(anh_st) > 1e-5 and abs(anh_ad - anh_st) < 1e-9
off_ad = v_f[:, 3] @ kinetic_part
off_st = v_f[:, 3] @ (V_num(x) * chi_i)
off_term = (e_f[3] - e_f[4]) * (v_f[:, 3] @ (th(x) * chi_i))
assert abs(off_term) > 1e-5 and abs(off_ad - off_st - off_term) < 1e-9


# First-order derivative coupling against diagonalized 2x2 electronic states.
def adiabatic_pair(point, strength):
    coupling = strength * V_num(point)
    vec = np.linalg.eigh(np.array([[gap_num(point), coupling],
                                   [coupling, 0.0]]))[1]
    return vec[:, 1] * np.sign(vec[0, 1]), vec[:, 0] * np.sign(vec[1, 0])


step, strength = 1e-4, 1e-3
plus, minus = adiabatic_pair(0.4 + step, strength), adiabatic_pair(0.4 - step, strength)
numeric = adiabatic_pair(0.4, strength)[1] @ (plus[0] - minus[0]) / (2 * step)
assert abs(numeric / strength / th1(0.4) - 1) < 1e-4

# Exact two-surface spectrum decides which amplitude is right.
S_s, p_s, w_s = 1.0, 3, 1e-4
y = np.linspace(-10, 11, 211)
kin_y = sinc_operators(y)[0]
H_i = kin_y + np.diag(y ** 2 / 2)
H_f = kin_y + np.diag((y - np.sqrt(2 * S_s)) ** 2 / 2 - p_s)
cross = np.diag(w_s * y)
levels = np.linalg.eigvalsh(np.block([[H_i, cross], [cross, H_f]]))
near = np.sort(levels[np.argsort(abs(levels - 0.5))[:2]])
splitting = near[1] - near[0]
grid = np.arange(-16, 26, 0.02)
small = elements(S_s, p_s, 0, grid)
split_static = 2 * w_s * abs(small["static"][0])
split_frozen = 2 * w_s * abs(small["frozen"][0])
assert abs(splitting / split_static - 1) < 1e-3
assert abs(splitting / split_frozen - 2) < 1e-2

# Interface example: round parameters, roughly typical of oxide hole traps.
hw, S, p = 0.05, 40.0, 10                    # eV, -, quanta
W, vol_nm3 = 0.01, 1.0                       # eV/(amu^1/2 angstrom), nm^3
depth_nm, field, hole_density = 0.5, 5.0, 1e19   # nm, MV/cm, cm^-3
ev, kb = const.e, const.k / const.e
disp, c = np.sqrt(2 * S), p - S
q_c = -c / disp
unit_len = np.sqrt(const.hbar ** 2 / (const.atomic_mass * hw * ev)) * 1e10
w = W * unit_len
V_c = w * q_c
barrier = hw * q_c ** 2 / 2
m_max = 45
real = elements(S, p, m_max, grid)
above = elements(S, p, m_max, grid, shift=0.5)
below = elements(S, p, m_max, grid, shift=-0.5)
assert np.max(abs(above["full"] - real["static"])) < 1e-8
assert np.max(abs(below["full"] - above["full"])) < 1e-8
assert abs(above["full"][0] / real["static"][0] - 1) < 1e-7
assert np.max(abs(real["gap"])) < 1e-9
assert np.max(abs(real["gapV"] - real["frozen"])) < 1e-9
assert np.max(abs(real["static"] - q_c * real["overlap"])) < 1e-9
ratio_ground = (real["frozen"][0] / real["static"][0]).real
assert abs(ratio_ground * c - 1) < 1e-7

# Off the shell the two lines differ by the residue at the crossing.
up = elements(S, p, 0, grid, shift=0.5, extra=1)["full"][0]
down = elements(S, p, 0, grid, shift=-0.5, extra=1)["full"][0]
point = np.array([q_c])
residue = (oscillator(p + 1, point - disp)[p + 1, 0]
           * oscillator(0, point)[0, 0] * q_c / disp)
assert abs(residue) > 1e-8
assert abs((down - up) / (2j * np.pi * residue) - 1) < 1e-5


def thermal(values, quanta_kT):
    b = np.exp(-1 / quanta_kT)
    m = np.arange(len(values))
    return np.sum((1 - b) * b ** m * abs(values) ** 2)


def line_shape(S, p, quanta_kT):
    n = 1 / np.expm1(1 / quanta_kT)
    arg = 2 * S * np.sqrt(n * (n + 1))
    return np.exp(arg - S * (2 * n + 1)) * ((n + 1) / n) ** (p / 2) * ive(p, arg)


rows = []
for T in (300.0, 400.0):
    t = kb * T / hw
    s_sum, f_sum = thermal(real["static"], t), thermal(real["frozen"], t)
    a_sum = thermal(above["full"], t)
    assert abs(a_sum / s_sum - 1) < 1e-6
    assert abs(s_sum / (q_c ** 2 * line_shape(S, p, t)) - 1) < 1e-6
    pref = 2 * np.pi / (const.hbar / ev) * w ** 2 / hw * vol_nm3 * 1e-21
    rows.append((T, pref * s_sum, pref * a_sum, pref * f_sum, s_sum / f_sum))

# Classical limit of the frozen-denominator error.
hot, wide = 10.0, np.arange(-28, 37, 0.04)
hot_el = elements(S, p, 250, wide)
hot_ratio = thermal(hot_el["frozen"], hot) / thermal(hot_el["static"], hot)
hot_law = hot / (c * q_c) ** 2
assert abs(hot_ratio / hot_law - 1) < 0.03

# Separate promoting (frequency w_pr) and accepting (frequency 1) modes.
w_pr, n_acc, S_acc = 0.7, 5, 1.5
disp_a, h = np.sqrt(2 * S_acc), grid[1] - grid[0]
gap0 = n_acc + w_pr - S_acc
prom = oscillator(2, grid)
prom_q = h * np.sum(prom[1] * grid * prom[0])
prom_d = h * np.sum(prom[1] * slopes(prom)[0])
z = grid + 0.5j
acc = oscillator(1, z)
fin = oscillator(n_acc, z - disp_a)[n_acc]
gap = disp_a * z + gap0
acc_overlap = h * np.sum(fin * acc[0])
part_prom = -w_pr * prom_d * h * np.sum(fin * acc[0] / gap)
part_acc = prom_q * h * np.sum(fin * (disp_a / gap ** 2 * slopes(acc)[0]
                                      - disp_a ** 2 / gap ** 3 * acc[0]))
two_static = prom_q * acc_overlap
assert abs((part_prom + part_acc) / two_static - 1) < 1e-8
two_frozen = -w_pr * prom_d * acc_overlap / gap0
two_ratio = (two_frozen / two_static).real
assert abs(two_ratio - w_pr / gap0) < 1e-9

# Sizes of neglected effects for the example's own numbers.
T0 = 300.0
t0 = kb * T0 / hw
shift_eV = 0.1 * depth_nm                    # 1 MV/cm = 0.1 V/nm
assert abs(shift_eV / hw - 1) < 1e-9         # exactly one quantum
q_next = (S - p - 1) / disp
field_factor = (q_next ** 2 * line_shape(S, p + 1, t0)
                / (q_c ** 2 * line_shape(S, p, t0)))
ox_barrier, ox_mass = 4.5, 0.4               # eV, electron masses (rough)
kappa = np.sqrt(2 * ox_mass * const.m_e * ox_barrier * ev) / const.hbar
tunnel = np.exp(-2 * kappa * depth_nm * 1e-9)


def smeared_rate(r):
    """Static rate, final frequency r, Gaussian smearing of half a quantum."""
    fin = r ** 0.25 * oscillator(80, np.sqrt(r) * (grid - disp)).real
    ini = oscillator(m_max, grid).real
    mat = h * fin @ (grid * ini).T
    n, m = np.arange(81)[:, None], np.arange(m_max + 1)[None, :]
    miss = (n + 0.5) * r - p - (m + 0.5)
    return np.sum(np.exp(-m / t0) * mat ** 2 * np.exp(-miss ** 2 / 0.5))


soft_factor = smeared_rate(0.9) / smeared_rate(1.0)
N_v = 2 * (const.m_e * const.k * T0 / (2 * np.pi * const.hbar ** 2)) ** 1.5 * 1e-6
hole_volume = 1e21 / hole_density            # nm^3 per hole
pass_prob = (2 * np.pi * V_c ** 2 * vol_nm3 / hole_volume
             / (hw * disp * hw * np.sqrt(t0)))
line = grid + 0.5j
mix_line = np.max(abs(w * line / (hw * (disp * line + c))))
mix_width = V_c / (hw * disp) * unit_len
speed = np.sqrt(8 * const.k * T0 / (np.pi * const.m_e)) * 100

print(f"anharmonic, on shell: static {anh_st:.8f}, adiabatic {anh_ad:.8f} (model units)")
print(f"anharmonic, off shell: static {off_st:.6f}, adiabatic {off_ad:.6f} (model units)")
print(f"off-shell difference from formula: {off_term:.6f} (model units)")
print(f"splitting model: S = {S_s:.0f}, p = {p_s}, w = {w_s:.0e} quanta")
print(f"exact splitting: {splitting:.5e} quanta")
print(f"splitting from static element: {split_static:.5e} quanta")
print(f"splitting from frozen denominator: {split_frozen:.5e} quanta")
print(f"two modes: promoting {w_pr} quanta, vertical gap {gap0:.2f} quanta")
print(f"two modes: frozen/static amplitude {two_ratio:.5f}")
print(f"two modes: full/static amplitude {((part_prom + part_acc) / two_static).real:.8f}")
print(f"phonon quantum: {hw} eV; S = {S:.0f}; quanta released p = {p}")
print(f"relaxation energy: {S * hw:.2f} eV; energy released: {p * hw:.2f} eV")
print(f"vertical gap at initial minimum: {c * hw:.2f} eV")
print(f"final-minimum displacement: {disp * unit_len:.3f} amu^1/2 angstrom")
print(f"crossing point: {q_c * unit_len:.3f} amu^1/2 angstrom")
print(f"classical barrier: {barrier:.4f} eV")
print(f"coupling slope W: {W} eV/(amu^1/2 angstrom) in {vol_nm3:.0f} nm^3")
print(f"coupling at crossing: {V_c:.5f} eV")
print(f"ground level, static element / w: {real['static'][0].real:.6e}")
print(f"ground level, full adiabatic / w: {above['full'][0].real:.6e}")
print(f"ground level, frozen denominator / w: {real['frozen'][0].real:.6e}")
print(f"ground level, frozen/static amplitude: {ratio_ground:.6f}")
print(f"ground level, static/frozen rate: {ratio_ground ** -2:.1f}")
for T, c_s, c_a, c_f, r in rows:
    print(f"{T:.0f} K capture coefficient, static: {c_s:.4e} cm^3/s")
    print(f"{T:.0f} K capture coefficient, full adiabatic: {c_a:.4e} cm^3/s")
    print(f"{T:.0f} K capture coefficient, frozen: {c_f:.4e} cm^3/s")
    print(f"{T:.0f} K static/frozen rate: {r:.4g}")
print(f"kT = {hot:.0f} quanta: frozen/static rate {hot_ratio:.4e}, classical {hot_law:.4e}")
print(f"300 K cross section (free-electron mass): {rows[0][1] / speed:.3e} cm^2")
print(f"largest mixing on shifted line: {mix_line:.4f}")
print(f"half-width of strong mixing on real axis: {mix_width:.5f} amu^1/2 angstrom")
print(f"trap depth: {depth_nm} nm; oxide field: {field:.0f} MV/cm")
print(f"energy released at zero field: {p * hw - field * shift_eV:.2f} eV")
print(f"oxide hole barrier {ox_barrier} eV, mass {ox_mass} m_e (rough)")
print(f"tunnelling factor on rate: {tunnel:.2e}")
print(f"hole density: {hole_density:.0e} cm^-3")
print(f"300 K capture time with tunnelling: {1 / (rows[0][1] * hole_density * tunnel):.2e} s")
print(f"rate factor for +1 MV/cm (+{shift_eV:.2f} eV): {field_factor:.2f}")
print(f"mean hole kinetic energy at 300 K: {1.5 * kb * T0:.4f} eV")
print(f"rate factor, final frequency 10% lower: {soft_factor:.2f}")
print(f"hole density / band density of states (mass m_e): {hole_density / N_v:.2f}")
print(f"transition probability per crossing pass: {pass_prob:.1e}")
print("tests ok")
```

Running it gives:

```
anharmonic, on shell: static -0.02764307, adiabatic -0.02764307 (model units)
anharmonic, off shell: static 0.007335, adiabatic 0.009524 (model units)
off-shell difference from formula: 0.002189 (model units)
splitting model: S = 1, p = 3, w = 1e-04 quanta
exact splitting: 7.00361e-05 quanta
splitting from static element: 7.00361e-05 quanta
splitting from frozen denominator: 3.50181e-05 quanta
two modes: promoting 0.7 quanta, vertical gap 4.20 quanta
two modes: frozen/static amplitude 0.16667
two modes: full/static amplitude 1.00000000
phonon quantum: 0.05 eV; S = 40; quanta released p = 10
relaxation energy: 2.00 eV; energy released: 0.50 eV
vertical gap at initial minimum: -1.50 eV
final-minimum displacement: 2.586 amu^1/2 angstrom
crossing point: 0.970 amu^1/2 angstrom
classical barrier: 0.2812 eV
coupling slope W: 0.01 eV/(amu^1/2 angstrom) in 1 nm^3
coupling at crossing: 0.00970 eV
ground level, static element / w: 3.716251e-04
ground level, full adiabatic / w: 3.716251e-04
ground level, frozen denominator / w: -1.238750e-05
ground level, frozen/static amplitude: -0.033333
ground level, static/frozen rate: 900.0
300 K capture coefficient, static: 7.3245e-14 cm^3/s
300 K capture coefficient, full adiabatic: 7.3245e-14 cm^3/s
300 K capture coefficient, frozen: 2.9371e-17 cm^3/s
300 K static/frozen rate: 2494
400 K capture coefficient, static: 4.8374e-13 cm^3/s
400 K capture coefficient, full adiabatic: 4.8374e-13 cm^3/s
400 K capture coefficient, frozen: 1.3695e-16 cm^3/s
400 K static/frozen rate: 3532
kT = 10 quanta: frozen/static rate 9.8972e-04, classical 9.8765e-04
300 K cross section (free-electron mass): 6.807e-21 cm^2
largest mixing on shifted line: 0.0443
half-width of strong mixing on real axis: 0.00627 amu^1/2 angstrom
trap depth: 0.5 nm; oxide field: 5 MV/cm
energy released at zero field: 0.25 eV
oxide hole barrier 4.5 eV, mass 0.4 m_e (rough)
tunnelling factor on rate: 1.03e-03
hole density: 1e+19 cm^-3
300 K capture time with tunnelling: 1.32e-03 s
rate factor for +1 MV/cm (+0.05 eV): 1.83
mean hole kinetic energy at 300 K: 0.0388 eV
rate factor, final frequency 10% lower: 6.92
hole density / band density of states (mass m_e): 0.40
transition probability per crossing pass: 3.7e-04
tests ok
```
